# Gap, Kane energy and conduction mass in model zincblende semiconductors, part 1

(Sections cited here and not found follow in the second part.)

The III-V semiconductors that are direct-gap in the zincblende structure have gaps that run from roughly 0.2 eV to roughly 3 eV, the top of the range being reached by the nitrides. The conduction-electron mass runs from roughly 0.01 to roughly 0.2 of the free mass, and it rises almost in step with the gap. The energy that converts a gap into a mass, the Kane energy $E_p$, is inferred from measured masses with an assumed correction for remote bands, and most values lie roughly between 20 and 30 eV. The gap and $E_p$ are properties of the same two groups of states in the same potential, so it needs explaining why one changes tenfold and the other far less.

Hartree atomic units are used, $\hbar=m_0=1$, so masses are in free-electron masses. The electron moves in a fixed, local, periodic mean-field potential $V(\mathbf r)$ of the zincblende structure, with cubic constant $a$, bond length $d=\sqrt3\,a/4$ and $g=2\pi/a$. Spin is left out until section 7.

## 1. The mass as a sum over bands

For $\psi=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$ with $u$ periodic, $\mathbf p\,\psi=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u$. A local $V$ commutes with the exponential, so $u$ is an eigenfunction of

$$H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V=H(0)+\mathbf k\cdot\mathbf p+\tfrac12k^2 .$$

At $\mathbf k=0$ the lowest conduction state $S$ is a singlet unchanged by the tetrahedral operations about an atom. The highest valence states are a triplet $X,Y,Z$ that transform like $x,y,z$, and $E_g=E_S-E_X$. Second-order perturbation theory in $\mathbf k\cdot\mathbf p$ gives

$$E(\mathbf k)=E_S+\tfrac12k^2+\mathbf k\cdot\langle S|\mathbf p|S\rangle+\sum_{ij}k_ik_j\sum_{n\ne S}\frac{\langle S|p_i|n\rangle\langle n|p_j|S\rangle}{E_S-E_n}.$$

Two kinds of operation simplify this. The twofold rotation $C_{2z}$ reverses $x$ and $y$ and keeps $z$, and likewise for the other axes. The threefold rotation about $(1,1,1)$ permutes $x,y,z$. Under $C_{2z}$, $S$ is even and $p_x$ is odd, so $\langle S|p_x|S\rangle=0$ and the linear term vanishes. The tensor multiplying $k_ik_j$ is invariant under the group. Its $xy$ element changes sign under $C_{2x}$ and is therefore zero, and the threefold rotation makes the diagonal elements equal. Writing $E=E_S+k^2/2m^*$,

$$\frac1{m^*}=1+2\sum_{n\ne S}\frac{|\langle n|p_x|S\rangle|^2}{E_S-E_n}.$$

Within the triplet only $X$ contributes, because $Y$ is even under $C_{2y}$ and $Z$ is even under $C_{2z}$, while $p_xS$ is odd under both. With $P=|\langle X|p_x|S\rangle|$ and $E_p=2P^2$ (in ordinary units $2P^2/m_0$),

$$\frac1{m^*}=1+\frac{E_p}{E_g}+C,\qquad C=2\sum_{n\ \text{remote}}\frac{|\langle n|p_x|S\rangle|^2}{E_S-E_n}.$$

Multiplying by $E_g$ and inverting,

$$\frac{m^*}{E_g}=\frac1{E_p+(1+C)E_g}.$$

The mass is thus exactly proportional to the gap only if this denominator is the same in every crystal. It is nearly so when $|1+C|E_g\ll E_p$ and when $E_p$ changes little from one crystal to the next.

The formula is the exact curvature at $\mathbf k=0$, but the range of $k$ in which the band is parabolic shrinks with the gap. Keeping only $S$ and $X$ for $\mathbf k$ along $x$, the matrix has diagonal $E_g+k^2/2$ and $k^2/2$ and off-diagonal modulus $kP$, with upper root $k^2/2+E_g/2+\sqrt{E_g^2/4+k^2P^2}$. Expanding the root needs $kP\ll E_g/2$, and at $E_g=0$ the band is linear in $k$.

## 2. A ceiling on $E_p$ and the sign of $C$

Completeness gives $\sum_n|\langle n|p_x|S\rangle|^2=\langle S|p_x^2|S\rangle$. The threefold rotation makes this one third of $\langle p^2\rangle=2T_S$, where $T_S$ is the kinetic energy of $S$. Hence

$$E_p+R=\tfrac43T_S,\qquad R=2\sum_{n\ \text{remote}}|\langle n|p_x|S\rangle|^2\ge0,$$

and $E_p\le\tfrac43T_S$. The bound is reached only when $p_xS$ is proportional to $X$.

The sign of $C$ is fixed for a pseudopotential with no core or filled $d$ levels, such as the model below; in an all-electron potential those levels contain triplets below $S$ that $p_x$ reaches, and they add positive terms to $C$. For such a pseudopotential the one remote state below $S$ is the lowest valence state, which is a singlet. The rotation $C_{2z}$ is the square of the fourfold rotation-reflection about $z$, under which a real singlet takes a factor $\pm1$, so any singlet is even under $C_{2z}$ and is not reached by $p_x$. Every state contributing to $C$ then lies above $S$, so $C\le0$ and $|C|=R/\bar\delta$, where $\bar\delta$ is a weighted mean distance to those states.

## 3. The scale: eight plane waves

Put the origin at a bond centre, with atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$. The lattice vectors $\tfrac a2(0,1,1)$ and permutations require $\mathbf G=g\mathbf n$ with $n_i+n_j$ even, so the integers $n_i$ are all odd or all even. If spherical atomic potentials with Fourier components $v_1$, $v_2$ sit at $+\boldsymbol\tau$, $-\boldsymbol\tau$, then

$$V(\mathbf G)=v_1e^{-i\mathbf G\cdot\boldsymbol\tau}+v_2e^{i\mathbf G\cdot\boldsymbol\tau}=V_S\cos\frac{\pi\sigma}4+iV_A\sin\frac{\pi\sigma}4,$$

with $V_S=v_1+v_2$, $V_A=v_2-v_1$ and $\sigma=n_1+n_2+n_3$. Both form factors depend only on $|\mathbf n|^2$, and $\langle\mathbf n|V|\mathbf n'\rangle=V(g\mathbf n-g\mathbf n')$. The antisymmetric part $V_A$ measures the difference between the two atoms, the ionicity. The model keeps $V_3,V_8,V_{11}$ (the values of $V_S$ at $|\mathbf n|^2=3,8,11$) and $V_A(3),V_A(4)$, and sets the rest to zero.

Take first $V_A=0$, the diamond limit, where inversion $\mathbf n\to-\mathbf n$ is a symmetry, and let the potential be weak. The wave $(000)$ holds the lowest valence state. The next level is the shell of eight waves $(\pm1,\pm1,\pm1)$ with kinetic energy $\tfrac32g^2$. Let $s_{\mathbf n}=\operatorname{sign}\sigma$, so that $\sin(\pi\sigma/4)=s_{\mathbf n}/\sqrt2$ for $\sigma=\pm1,\pm3$. The sign $\chi=n_1n_2n_3$ divides the shell into two tetrahedra, $\chi=+1$ with $\sigma=3$ or $-1$, and $\chi=-1$ with $\sigma=-3$ or $+1$.

Waves in different tetrahedra differ by a vector of type $(200)$ or $(222)$, for which $\sigma=\pm2,\pm6$ and the cosine vanishes. Waves in the same tetrahedron differ by a $(220)$ vector with $\sigma-\sigma'=0$ or $\pm4$. The cosine is $+1$ when the signs $s$ agree and $-1$ when they differ, so the element is $V_8\,s_{\mathbf n}s_{\mathbf n'}$. In the basis $s_{\mathbf n}|\mathbf n\rangle$ each tetrahedron has a $4\times4$ matrix with zero diagonal and $V_8$ elsewhere. Its eigenvalues are $3V_8$ for equal coefficients and $-V_8$, three times, for coefficients that sum to zero. Define

$$S_1=\frac1{\sqrt8}\sum_{\mathbf n}s_{\mathbf n}|\mathbf n\rangle,\qquad X_1=\frac1{\sqrt8}\sum_{\mathbf n}n_xs_{\mathbf n}|\mathbf n\rangle .$$

$S_1$ has energy $\tfrac32g^2+3V_8$. $X_1$ has $\tfrac32g^2-V_8$, because $n_x$ sums to zero over a tetrahedron. Inversion reverses $s$, so $S_1$ is odd and $X_1$ is even. Each has a partner of opposite parity, obtained by inserting $\chi$, which is degenerate at this order and cannot mix with it in the diamond limit. The coefficients of $S_1$ follow $\sin(\mathbf G\cdot\boldsymbol\tau)$, which is the pattern of a spherical orbital on one atom minus the same orbital on the other. So $S_1$ is the antibonding $s$ state, invariant under the tetrahedral group, and $X_1\propto p_xS_1$ transforms like $x$.

Since $p_x|\mathbf n\rangle=gn_x|\mathbf n\rangle$, one has $p_xS_1=gX_1$ exactly and $P=g$. From $a^2=16d^2/3$, $g^2=4\pi^2/a^2=3\pi^2/4d^2$, and

$$E_p^{(0)}=2g^2=\frac{3\pi^2}{2}\frac1{d^2}=\frac{14.80}{d^2},$$

which is $14.80\,\hbar^2/m_0d^2$ in ordinary units. Here $\tfrac43T_S=\tfrac43\cdot\tfrac32g^2=2g^2$, so the ceiling is reached. The potential selected the combinations, but its strength does not appear in $P$.

For $a=11$ bohr, $d=4.763$ bohr, $g=0.5712$ bohr$^{-1}$ and $2g^2=0.6525$ hartree (17.8 eV). Diagonalizing $H(0)$ in the 259 waves with $|\mathbf n|^2\le36$, with $V_A=0$ and $(V_3,V_8,V_{11})$ at one percent of $(-0.12,\,0.005,\,0.03)$ hartree, gives 0.6526 hartree between the odd singlet and the even triplet. The phosphides, arsenides and antimonides of aluminium, gallium and indium have bonds of roughly 4.5 to 5.3 bohr, for which $14.80/d^2$ is 0.731 and 0.527 hartree (19.9 and 14.3 eV). This has the order of the inferred 20 to 30 eV and lies at or below the bottom of that range.

## 4. A strong potential: fifteen waves

The six waves $\mathbf m=\pm2\mathbf e_j$ have kinetic energy $2g^2=0.6525$ hartree, only 0.163 above the 0.4894 of the first shell. A form factor of order 0.1 hartree mixes the two shells strongly, so this step cannot be treated perturbatively. Keep $V_A=0$ and let $s_{\mathbf m}=\pm1$ be the sign of $\sigma_{\mathbf m}=\pm2$.

For $\mathbf n$ in the first shell, $\mathbf n-\mathbf m$ is of type $(111)$ if $n_j=s_{\mathbf m}$ and of type $(311)$ otherwise. The phase factor is $\cos(\pi\sigma/4\mp\pi/2)=\pm\sin(\pi\sigma/4)$, so

$$\langle\mathbf n|V|\mathbf m\rangle=\frac{s_{\mathbf n}s_{\mathbf m}}{\sqrt2}\times\begin{cases}V_3,&n_j=s_{\mathbf m}\\ V_{11},&n_j=-s_{\mathbf m}.\end{cases}$$

Two waves $\mathbf m,\mathbf m'$ on different axes differ by a $(220)$ vector and have element $V_8s_{\mathbf m}s_{\mathbf m'}$ by the argument used before. Opposite waves differ by $(400)$, whose form factor is zero in the model. Define $S_2=\sum_{\mathbf m}s_{\mathbf m}|\mathbf m\rangle/\sqrt6$ and $X_2=(|200\rangle+|\bar200\rangle)/\sqrt2$.

Each wave in $S_2$ has four off-axis neighbours, so its diagonal energy is $2g^2+4V_8$. In $\langle S_1|V|S_2\rangle$ all signs square to one, and each $\mathbf n$ meets three $V_3$ and three $V_{11}$:

$$c_S=\frac{8\cdot3\,(V_3+V_{11})}{\sqrt8\,\sqrt6\,\sqrt2}=\sqrt6\,(V_3+V_{11}).$$

For $X_2$ the $V_8$ elements to an off-axis wave are proportional to $s_{200}+s_{\bar200}=0$, so its diagonal energy is $2g^2$. In $\langle X_1|V|X_2\rangle$ each $\mathbf n$ contributes $n_x$ times (form factor to $200$ minus form factor to $\bar200$), which is $V_3-V_{11}$ for either sign of $n_x$:

$$c_X=\frac{8\,(V_3-V_{11})}{\sqrt8\,\sqrt2\,\sqrt2}=\sqrt2\,(V_3-V_{11}).$$

The pairs are closed within the fifteen waves. $VS_2$ has a coefficient $\propto s_{\mathbf n}$ on every first-shell wave and $VS_1$ one $\propto s_{\mathbf m}$ on every second-shell wave, and odd states cannot reach $(000)$. $VX_2$ has first-shell coefficients $\propto n_xs_{\mathbf n}$, and $VX_1$ vanishes on $\pm2\mathbf e_y$ and $\pm2\mathbf e_z$ because $n_x$ sums to zero at fixed $n_y$ or $n_z$. An $x$-like state is odd under $C_{2z}$ and cannot reach $(000)$ either. The states are the lower eigenvectors $S=a_1S_1+a_2S_2$ and $X=b_1X_1+b_2X_2$ of two $2\times2$ matrices. With diagonal $h_1,h_2$ and coupling $c$, the lower root is $\tfrac12(h_1+h_2)-\sqrt{\tfrac14(h_2-h_1)^2+c^2}$, and for $c<0$ both components can be taken positive.

Take $V_3=-0.12$, $V_8=0.005$, $V_{11}=0.03$ hartree, round values of the size of empirical pseudopotential form factors. For $S$ the diagonal is 0.5044 and 0.6725 and $c_S=-0.2205$, so $E_S=0.5885-\sqrt{0.0841^2+0.2205^2}=0.3525$. For $X$ the diagonal is 0.4844 and 0.6525 and $c_X=-0.2121$, so $E_X=0.5685-\sqrt{0.0841^2+0.2121^2}=0.3403$. The mixing lowers $S$ by $0.5044-0.3525=0.1519$ and $X$ by $0.4844-0.3403=0.1441$ hartree. These nearly cancel, and the gap, 0.0122 hartree, is the first-shell splitting $4V_8=0.0200$ minus their difference 0.0078.

The derivative of an eigenvalue is the expectation value of the derivative of the matrix, and $V_{11}$ enters the two couplings with opposite signs:

$$\frac{dE_S}{dV_{11}}=2\sqrt6\,a_1a_2,\qquad\frac{dE_X}{dV_{11}}=-2\sqrt2\,b_1b_2 .$$

With $(a_1,a_2)=(0.8235,0.5673)$ and $(b_1,b_2)=(0.8272,0.5620)$ these are $2.29$ and $-1.31$, so $dE_g/dV_{11}=3.60$. At $V_{11}=0.04$ the roots are 0.3752 and 0.3271, and the gap, 0.048 hartree, is four times larger.

The momentum is diagonal in plane waves and does not connect the shells. In the second shell $p_xS_2=g(2|200\rangle+2|\bar200\rangle)/\sqrt6=(2/\sqrt3)\,gX_2$, the second plus sign being $(-2)(-1)$. With $a_1=\cos\alpha$, $a_2=\sin\alpha$, $b_1=\cos\beta$, $b_2=\sin\beta$,

$$\frac Pg=a_1b_1+\frac2{\sqrt3}a_2b_2=\cos(\alpha-\beta)+\Big(\frac2{\sqrt3}-1\Big)\sin\alpha\sin\beta .$$

The first term is stationary at $\alpha=\beta$, and the second has the small coefficient 0.155 because the two shells carry nearly the same matrix element. At $V_{11}=0.03$, $P/g=0.6812+1.1547\times0.3188=1.049$ and $E_p=0.7185$ hartree. At $V_{11}=0.04$, with $(0.8349,0.5503)$ and $(0.8211,0.5708)$, $P/g=0.6855+1.1547\times0.3141=1.048$ and $E_p=0.7171$. The gap quadrupled and $E_p$ fell by 0.2 percent of its first value. Fifteen waves show the mechanism but are not converged: with the same form factors in 259 waves the gap goes from 0.043 to 0.085 hartree and $E_p$ from 0.698 to 0.692, a fall of 0.8 percent.

In the fifteen-wave diamond model, a change of $V_{11}$ that quadruples the gap lowers $E_p$ by only 0.2 percent. It remains to show why the small gap does not feed back on $E_p$ when the full zincblende symmetry is kept, and to weigh how the remote bands, bond length, ionicity and spin-orbit coupling affect $m^*/E_g$.

All numerical values are calculated from the stated model.
